# Height variance of a surface site with one-cycle growth memory: verification in Python

```python
"""
Result under test: a site gains height d in a cycle (event 1) or not (event 0).
If events form a stationary two-state Markov chain with growth probability p
and lag-one correlation r, |r| < 1, the long-run height variance per cycle is
    d^2 p (1-p) (1+r)/(1-r),
which is (1+r)/(1-r) times the value for independent cycles.
N is the number of cycles. Lengths are in nm.
The program also sizes effects outside this single-site model.
"""
import numpy as np
import sympy as sp
from scipy.constants import N_A


def transition_matrix(p, r):
    """Rows: present event 0 or 1; columns: next event 0 or 1."""
    return np.array([[1 - p*(1-r), p*(1-r)],
                     [(1-p)*(1-r), p + r*(1-p)]])


def factor(r):
    return (1+r)/(1-r)


def cycle_bracket(r, N):
    """Derived Var(number of events) divided by p(1-p)."""
    return N*factor(r) - 2*r*(1-r**N)/(1-r)**2


def count_moments(P, first, N):
    """Mean and variance from the full distribution of the event count."""
    w = np.zeros((2, N+1))
    w[0, 0], w[1, 1] = first
    for _ in range(N-1):
        to_zero = w[0]*P[0, 0] + w[1]*P[1, 0]
        to_one = w[0]*P[0, 1] + w[1]*P[1, 1]
        w = np.zeros_like(w)
        w[0] = to_zero
        w[1, 1:] = to_one[:-1]
    prob = w.sum(axis=0)
    count = np.arange(N+1)
    mean = prob @ count
    return mean, prob @ (count-mean)**2


def stationary_distribution(P):
    n = len(P)
    A = np.vstack([P.T - np.eye(n), np.ones(n)])
    b = np.zeros(n+1)
    b[-1] = 1
    return np.linalg.lstsq(A, b, rcond=None)[0]


def matrix_factor(P, event):
    """Variance factor from the sum of all lagged covariances."""
    pi = stationary_distribution(P)
    f = event - pi @ event
    Z = np.linalg.inv(np.eye(len(P)) - P + np.outer(np.ones(len(P)), pi))
    lag_sum = (pi*f) @ ((Z - np.eye(len(P))) @ f)
    return 1 + 2*lag_sum/(pi @ f**2)


# Exact distributions against the derived variance, rate and correlations
for p, r in [(0.5, -0.7), (1/3, -0.4), (1/3, 0.4), (0.8, 0.7), (0.2, 0.0)]:
    P = transition_matrix(p, r)
    first = np.array([1-p, p])
    assert np.allclose(first @ P, first, atol=1e-13)
    for N in (1, 2, 7, 60):
        mean, var = count_moments(P, first, N)
        assert abs(mean - N*p) < 1e-10
        assert abs(var - p*(1-p)*cycle_bracket(r, N)) < 1e-9
    for k in range(1, 7):
        joint = p*np.linalg.matrix_power(P, k)[1, 1]
        assert abs((joint-p*p)/(p*(1-p)) - r**k) < 1e-12
    for begin in (first, P[0]):
        slope = (count_moments(P, begin, 201)[1]
                 - count_moments(P, begin, 200)[1])
        assert abs(slope - p*(1-p)*factor(r)) < 1e-8
    assert abs(matrix_factor(P, np.array([0., 1.])) - factor(r)) < 1e-10

# Relative finite-N correction at large N
p, r, N = 1/3, 0.4, 400
var = count_moments(transition_matrix(p, r), [1-p, p], N)[1]
relative = 1 - var/(N*p*(1-p)*factor(r))
assert abs(relative*N - 2*r/(1-r*r)) < 1e-7

# Allowed correlations: probabilities must be non-negative
for p in (0.2, 1/3, 0.5, 0.7):
    bound = -min(p/(1-p), (1-p)/p)
    for r in np.linspace(-0.995, 0.995, 200):
        assert (transition_matrix(p, r).min() >= 0) == (r >= bound)

# Frozen sites and strictly alternating sites
for N in (10, 11):
    frozen = count_moments(np.eye(2), [0.7, 0.3], N)[1]
    assert abs(frozen - N*N*0.3*0.7) < 1e-10
    alternating = count_moments(np.array([[0., 1.], [1., 0.]]),
                                [0.5, 0.5], N)[1]
    assert abs(alternating - (N % 2)/4) < 1e-12

# Symbolic cumulants from the eigenvalue of the weighted transition matrix
ps, rs, s, m, v, ev = sp.symbols('p r s m v ev')
weighted = sp.Matrix([
    [1-ps*(1-rs), ps*(1-rs)*sp.exp(s)],
    [(1-ps)*(1-rs), (ps+rs*(1-ps))*sp.exp(s)]])
characteristic = (weighted - ev*sp.eye(2)).det()
F = characteristic.subs(ev, sp.exp(m*s + v*s**2/2))
mean_symbolic = sp.solve(sp.expand(sp.diff(F, s).subs(s, 0)), m)[0]
second = sp.diff(F, s, 2).subs(s, 0).subs(m, mean_symbolic)
var_symbolic = sp.solve(sp.expand(second), v)[0]
assert sp.simplify(mean_symbolic - ps) == 0
assert sp.simplify(var_symbolic - ps*(1-ps)*(1+rs)/(1-rs)) == 0

# Example: rough regime of hafnium oxide deposition
d, p, N = 0.30, 1/3, 100
density, molar_mass = 1.0e4, 0.2105       # kg/m^3 and kg/mol, rough
site_width = 1e9*(molar_mass/(density*N_A))**(1/3)
spread_p = 0.02
memory_two = 0.10
nu = 0.05
L, block, runs = 60, 6, 24
unit_variance = d*d*p*(1-p)


def smoothed_variance(r, exchange):
    """Expected patch variance by exact second-moment evolution of modes."""
    q = 2*np.pi*np.arange(L)/L
    damping = 1 - exchange*(4 - 2*np.cos(q)[:, None] - 2*np.cos(q)[None, :])
    damping = damping.ravel()[1:]          # uniform mode is not roughness
    V = np.zeros_like(damping)
    C = np.zeros_like(damping)
    for _ in range(N):
        V, C = (damping**2*V + 2*damping*r*C + unit_variance,
                damping*r*C + unit_variance)
    return V.mean()


def simulate(r, exchange, rng):
    """Lattice heights from binary events, one patch per run."""
    P = transition_matrix(p, r)
    x = rng.random((runs, L, L)) < p
    h = np.zeros((runs, L, L))
    for cycle in range(N):
        if cycle:
            x = rng.random(x.shape) < np.where(x, P[1, 1], P[0, 1])
        if exchange:
            neighbours = (np.roll(h, 1, 1) + np.roll(h, -1, 1)
                          + np.roll(h, 1, 2) + np.roll(h, -1, 2))
            h = h + exchange*(neighbours - 4*h)
        h = h + d*x
    return h


def patch_statistics(h):
    values = h.reshape(runs, -1).var(axis=1, ddof=1)
    return values.mean(), values.std(ddof=1)/np.sqrt(runs)


def two_cycle_memory(r):
    """Chain on (previous, present) events with unchanged p and r."""
    a = r*(1-memory_two)
    P = np.zeros((4, 4))
    for previous in (0, 1):
        for present in (0, 1):
            grow = p + a*(present-p) + memory_two*(previous-p)
            assert 0 <= grow <= 1
            P[2*previous+present, 2*present+1] = grow
            P[2*previous+present, 2*present] = 1-grow
    event = np.array([0., 1., 0., 1.])
    pi = stationary_distribution(P)
    centred = event - pi @ event
    lag_one = (pi*centred) @ (P @ centred)/(pi @ centred**2)
    assert abs(pi @ event - p) < 1e-12 and abs(lag_one-r) < 1e-12
    return matrix_factor(P, event)


rng = np.random.default_rng(20)
independent_smooth = smoothed_variance(0.0, nu)
print(f"Growth unit height d: {d:.2f} nm")
print(f"Width from rough oxide density: {site_width:.3f} nm")
print(f"Growth probability p: {p:.4f}")
print(f"Number of cycles N: {N}")
print(f"Mean thickness: {N*p*d:.2f} nm")
print(f"Lowest allowed r: {-min(p/(1-p), (1-p)/p):.3f}")
print(f"Independent variance rate: {unit_variance:.5f} nm^2/cycle")
print(f"Independent variance at N: {N*unit_variance:.4f} nm^2")
print(f"Independent roughness at N: {np.sqrt(N*unit_variance):.4f} nm")
print(f"Assumed spread of site p: {spread_p:.3f}")
print(f"Assumed second-cycle memory coefficient: {memory_two:.2f}")
print(f"Assumed neighbour exchange nu: {nu:.3f} per cycle")
print(f"Independent smoothed roughness: {np.sqrt(independent_smooth):.4f} nm")
print(f"Probe averaging width: {block*site_width:.2f} nm")
print(f"Sites in probe average: {block**2}")

for r in (-0.4, 0.4):
    P = transition_matrix(p, r)
    exact = d*d*count_moments(P, [1-p, p], N)[1]
    limit = N*unit_variance*factor(r)
    started = d*d*count_moments(P, P[0], N)[1]

    # Equal mixture of two site types with different growth probabilities
    moments = [count_moments(transition_matrix(g, r), [1-g, g], N)
               for g in (p-spread_p, p+spread_p)]
    means = np.array([item[0] for item in moments])
    variances = np.array([item[1] for item in moments])
    mixed = d*d*(variances.mean() + means.var())
    mixed_formula = d*d*((p*(1-p)-spread_p**2)*cycle_bracket(r, N)
                         + N*N*spread_p**2)
    assert abs(mixed-mixed_formula) < 1e-9
    crossover = p*(1-p)*factor(r)/spread_p**2

    longer = two_cycle_memory(r)
    assert abs(longer-factor(r)) > 0.01

    heights = simulate(r, 0.0, rng)
    sampled, error = patch_statistics(heights)
    assert error < 0.02*exact and abs(sampled-exact) < 5*error
    blocks = heights.reshape(runs, L//block, block, L//block, block)
    block_var, block_error = patch_statistics(blocks.mean(axis=(2, 4)))
    assert abs(block_var - exact/block**2) < 5*block_error

    smooth = smoothed_variance(r, nu)
    smooth_sampled, smooth_error = patch_statistics(simulate(r, nu, rng))
    assert smooth_error < 0.03*smooth
    assert abs(smooth_sampled-smooth) < 5*smooth_error
    assert abs(smoothed_variance(r, 0.0)-exact) < 1e-9

    tag = f"r={r:+.1f}"
    print(f"{tag} P(0 to 1), P(1 to 1): {P[0, 1]:.4f}, {P[1, 1]:.4f}")
    print(f"{tag} variance factor: {factor(r):.4f}")
    print(f"{tag} long-run rate: {unit_variance*factor(r):.6f} nm^2/cycle")
    print(f"{tag} N times long-run rate: {limit:.4f} nm^2")
    print(f"{tag} exact variance at N: {exact:.4f} nm^2")
    print(f"{tag} exact/limit - 1: {100*(exact/limit-1):+.3f} %")
    print(f"{tag} exact roughness: {np.sqrt(exact):.4f} nm")
    print(f"{tag} simulated variance: {sampled:.4f} nm^2")
    print(f"{tag} simulation standard error: {error:.4f} nm^2")
    print(f"{tag} variance, no-growth start: {started:.4f} nm^2")
    print(f"{tag} variance with spread in p: {mixed:.4f} nm^2")
    print(f"{tag} spread crossover: {crossover:.0f} cycles")
    print(f"{tag} factor with two-cycle memory: {longer:.4f}")
    print(f"{tag} smoothed roughness: {np.sqrt(smooth):.4f} nm")
    print(f"{tag} smoothed variance factor: {smooth/independent_smooth:.4f}")
    print(f"{tag} probe-averaged roughness: {np.sqrt(exact)/block:.4f} nm")

print("OK")
```

Printed output:

```
Growth unit height d: 0.30 nm
Width from rough oxide density: 0.327 nm
Growth probability p: 0.3333
Number of cycles N: 100
Mean thickness: 10.00 nm
Lowest allowed r: -0.500
Independent variance rate: 0.02000 nm^2/cycle
Independent variance at N: 2.0000 nm^2
Independent roughness at N: 1.4142 nm
Assumed spread of site p: 0.020
Assumed second-cycle memory coefficient: 0.10
Assumed neighbour exchange nu: 0.050 per cycle
Independent smoothed roughness: 0.3253 nm
Probe averaging width: 1.96 nm
Sites in probe average: 36
r=-0.4 P(0 to 1), P(1 to 1): 0.4667, 0.0667
r=-0.4 variance factor: 0.4286
r=-0.4 long-run rate: 0.008571 nm^2/cycle
r=-0.4 N times long-run rate: 0.8571 nm^2
r=-0.4 exact variance at N: 0.8653 nm^2
r=-0.4 exact/limit - 1: +0.952 %
r=-0.4 exact roughness: 0.9302 nm
r=-0.4 simulated variance: 0.8723 nm^2
r=-0.4 simulation standard error: 0.0038 nm^2
r=-0.4 variance, no-growth start: 0.8657 nm^2
r=-0.4 variance with spread in p: 1.2237 nm^2
r=-0.4 spread crossover: 238 cycles
r=-0.4 factor with two-cycle memory: 0.5238
r=-0.4 smoothed roughness: 0.2241 nm
r=-0.4 smoothed variance factor: 0.4746
r=-0.4 probe-averaged roughness: 0.1550 nm
r=+0.4 P(0 to 1), P(1 to 1): 0.2000, 0.6000
r=+0.4 variance factor: 2.3333
r=+0.4 long-run rate: 0.046667 nm^2/cycle
r=+0.4 N times long-run rate: 4.6667 nm^2
r=+0.4 exact variance at N: 4.6222 nm^2
r=+0.4 exact/limit - 1: -0.952 %
r=+0.4 exact roughness: 2.1499 nm
r=+0.4 simulated variance: 4.5913 nm^2
r=+0.4 simulation standard error: 0.0199 nm^2
r=+0.4 variance, no-growth start: 4.6022 nm^2
r=+0.4 variance with spread in p: 4.9739 nm^2
r=+0.4 spread crossover: 1296 cycles
r=+0.4 factor with two-cycle memory: 2.8519
r=+0.4 smoothed roughness: 0.4743 nm
r=+0.4 smoothed variance factor: 2.1252
r=+0.4 probe-averaged roughness: 0.3583 nm
OK
```
